# Density of states and linear specific heat of the relativistic electron gas: a program that tests the result

```python
"""Relativistic free-electron gas: density of states and linear specific heat.

Result under test (Hartree atomic units, hbar = m = e = 1):
    g(EF) = kF*eta/pi^2,   gamma = kB^2*kF*eta/3,
so that gamma is eta times its Schroedinger value at the same density.
Symbols: n density, rs Wigner-Seitz radius, kF = (3 pi^2 n)^(1/3),
beta = kF/c, eta = sqrt(1+beta^2), g states per volume and energy with both
spins, eF kinetic Fermi energy, mu chemical potential without rest energy,
c_V = gamma*T heat capacity per volume at fixed density.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

c = 1.0 / const.fine_structure
kB = const.physical_constants["kelvin-hartree relationship"][0]
hartree_J = const.physical_constants["Hartree energy"][0]
bohr_m = const.physical_constants["Bohr radius"][0]
pi = np.pi


def kinetic(k, inv_c):
    """Kinetic energy; inv_c = 0 gives the Schroedinger gas."""
    return k * k / (1.0 + np.sqrt(1.0 + (k * inv_c) ** 2))


def dirac_levels(k):
    """Eigenvalues of the free Dirac matrix for a wave vector of length k."""
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0, -1.0]).astype(complex)
    direction = np.array([1.0, 2.0, 2.0]) / 3.0
    sk = k * (direction[0] * sx + direction[1] * sy + direction[2] * sz)
    one = np.eye(2)
    return np.linalg.eigvalsh(np.block([[c * c * one, c * sk],
                                        [c * sk, -c * c * one]]))


X_LOW, W_LOW = np.polynomial.legendre.leggauss(100)
X_WIN, W_WIN = np.polynomial.legendre.leggauss(16)


def thermal_state(kF, inv_c, kT):
    """Return mu - eF and the energy density relative to eF*n at fixed n."""
    step = 1e-4 * kF
    speed = (kinetic(kF + step, inv_c) - kinetic(kF - step, inv_c)) / (2 * step)
    width = 40.0 * kT / speed
    assert width < 0.5 * kF
    low = kF - width
    k_parts = [0.5 * low * (X_LOW + 1.0)]
    w_parts = [0.5 * low * W_LOW]
    edges = np.linspace(low, kF + width, 41)
    for a, b in zip(edges[:-1], edges[1:]):
        k_parts.append(0.5 * (b - a) * X_WIN + 0.5 * (a + b))
        w_parts.append(0.5 * (b - a) * W_WIN)
    k = np.concatenate(k_parts)
    weight = np.concatenate(w_parts) * k * k / pi**2
    eF = kinetic(kF, inv_c)
    offset = kinetic(k, inv_c) - eF
    n = kF**3 / (3 * pi**2)

    def density_error(shift):
        return np.sum(weight * expit((shift - offset) / kT)) / n - 1.0

    shift = brentq(density_error, -2 * kT, 2 * kT, xtol=1e-13 * kT, rtol=1e-14)
    energy = np.sum(weight * offset * expit((shift - offset) / kT))
    return shift, energy


def heat_capacity(kF, inv_c, kT):
    """c_V/kB per volume: numerical derivative of energy by kT at fixed n."""
    h = 0.1 * kT
    up = thermal_state(kF, inv_c, kT + h)[1]
    down = thermal_state(kF, inv_c, kT - h)[1]
    return (up - down) / (2 * h)


def fermi_wave_number(rs):
    n = 3.0 / (4.0 * pi * rs**3)
    return (3.0 * pi**2 * n) ** (1.0 / 3.0)


# Worked example: round model parameters
rs, T = 0.01, 1.0e7
kT = kB * T
kF = fermi_wave_number(rs)
n = kF**3 / (3 * pi**2)
beta = kF / c
eta = np.sqrt(1 + beta**2)
eF = kinetic(kF, 1 / c)
vF = kF / eta
g_rel = kF * eta / pi**2
g_nr = kF / pi**2

# Dirac matrix: energy, twofold degeneracy and speed
levels = dirac_levels(kF)
assert np.allclose(levels, c * c * eta * np.array([-1, -1, 1, 1]), rtol=1e-11)
assert abs(levels[-1] - c * c - eF) < 1e-9 * eF
degeneracy = int(np.sum(np.abs(levels - levels[-1]) < 1e-8 * levels[-1]))
dk = 1e-3 * kF
v_numeric = (dirac_levels(kF + dk)[-1] - dirac_levels(kF - dk)[-1]) / (2 * dk)
assert abs(v_numeric / vF - 1) < 1e-5

# Explicit count of plane waves in a periodic cube, in a window around eF.
# Finite box and window leave an error of order 1e-3.
radius = 150
spacing = kF / radius
volume = (2 * pi / spacing) ** 3
half_window = 0.02 * kF * v_numeric
integers = np.arange(-radius - 8, radius + 9)
plane = integers[:, None] ** 2 + integers[None, :] ** 2
count = 0
for m in integers:
    e = kinetic(spacing * np.sqrt(plane + m * m), 1 / c)
    count += int(np.count_nonzero(np.abs(e - eF) < half_window))
g_count = degeneracy * count / (volume * 2 * half_window)
assert abs(g_count / g_rel - 1) < 3e-3

# Thermal integral, compared with pi^2/3
thermal_integral = quad(lambda x: x * x * expit(x) * expit(-x), -60, 60,
                        points=[0.0], epsabs=1e-12, limit=200)[0]
assert abs(thermal_integral - pi**2 / 3) < 1e-9

# Heat capacity and drift of mu from Fermi-Dirac integrals at fixed density
cv_rel = heat_capacity(kF, 1 / c, kT)
cv_nr = heat_capacity(kF, 0.0, kT)
cv_linear = pi**2 / 3 * kT * g_rel
assert abs(cv_rel / cv_linear - 1) < 2e-4
assert abs(cv_rel / cv_nr / eta - 1) < 2e-4
mu_shift = thermal_state(kF, 1 / c, kT)[0]
mu_formula = -(pi**2 / 6) * kT**2 * (1 + 2 * beta**2) / (eta * kF**2)
assert abs(mu_shift / mu_formula - 1) < 1e-3

# The relative deviation from the linear law must fall as T^2
deviation = []
for t in (0.002, 0.004):
    kT_test = t * kF * vF
    linear = pi**2 / 3 * kT_test * g_rel
    deviation.append(heat_capacity(kF, 1 / c, kT_test) / linear - 1)
deviation_ratio = deviation[1] / deviation[0]
assert 3.8 < deviation_ratio < 4.2

# Comparison at equal kinetic Fermi energy instead of equal density


def states_below(e, inv_c):
    k = brentq(lambda q: kinetic(q, inv_c) - e, 0.0, 10 * kF,
               xtol=1e-12, rtol=1e-14)
    return k**3 / (3 * pi**2)


de = 1e-3 * eF
slopes = [(states_below(eF + de, s) - states_below(eF - de, s)) / (2 * de)
          for s in (1 / c, 0.0)]
equal_energy_ratio = slopes[0] / slopes[1]
assert abs(equal_energy_ratio / (eta * np.sqrt((eta + 1) / 2)) - 1) < 1e-5

# Range of densities; same temperature in both gases
table = []
for r in (2.0, 0.1, 0.01, 0.001):
    q = fermi_wave_number(r)
    b = q / c
    factor = np.sqrt(1 + b * b)
    kT_row = 1e-3 * q * q / factor
    ratio = heat_capacity(q, 1 / c, kT_row) / heat_capacity(q, 0.0, kT_row)
    assert abs(ratio / factor - 1) < 5e-5
    if r == 2.0:
        # nearly equal gases: the T^3 terms cancel in the ratio
        assert abs((ratio - 1) / (factor - 1) - 1) < 1e-2
    table.append((r, b, factor, ratio))

gamma_rel = kB**2 * kF * eta / 3
gamma_nr = kB**2 * kF / 3
to_SI = hartree_J / bohr_m**3

print(f"speed of light c = {c:.4f} a.u.")
print(f"Boltzmann constant kB = {kB:.6e} hartree/K")
print(f"rs = {rs} bohr, T = {T:.1e} K")
print(f"density n = {n:.5e} bohr^-3")
print(f"kF = {kF:.4f} bohr^-1")
print(f"beta = {beta:.5f}, eta = {eta:.5f} (no unit)")
print(f"kinetic Fermi energy eF = {eF:.2f} hartree")
print(f"kB T = {kT:.4f} hartree, kB T/eF = {kT/eF:.5f}")
print(f"positron exponent (EF+c^2)/(kB T) = {(c*c*eta+c*c)/kT:.1f}")
print(f"Fermi speed kF/eta = {vF:.4f} a.u., from Dirac matrix {v_numeric:.4f}")
print(f"Fermi speed over c = {vF/c:.5f}")
print(f"positive-energy states per k = {degeneracy}")
print(f"g relativistic = {g_rel:.5f} hartree^-1 bohr^-3")
print(f"g Schroedinger = {g_nr:.5f} hartree^-1 bohr^-3")
print(f"g from box count = {g_count:.5f} hartree^-1 bohr^-3")
print(f"plane waves in the window = {count}")
print(f"thermal integral = {thermal_integral:.8f}, pi^2/3 = {pi**2/3:.8f}")
print(f"gamma relativistic = {gamma_rel:.5e} hartree bohr^-3 K^-2")
print(f"gamma Schroedinger = {gamma_nr:.5e} hartree bohr^-3 K^-2")
print(f"gamma relativistic = {gamma_rel*to_SI:.5e} J m^-3 K^-2")
print(f"gamma Schroedinger = {gamma_nr*to_SI:.5e} J m^-3 K^-2")
print(f"c_V/(n kB), linear law = {cv_linear/n:.7f}")
print(f"c_V/(n kB), full integrals = {cv_rel/n:.7f}")
print(f"c_V/(n kB), Schroedinger integrals = {cv_nr/n:.7f}")
print(f"c_V ratio from full integrals = {cv_rel/cv_nr:.5f}")
print(f"mu - eF, full integrals = {mu_shift:.6f} hartree")
print(f"mu - eF, leading formula = {mu_formula:.6f} hartree")
print(f"relative deviations at T1 and 2*T1 = {deviation[0]:.4e}, {deviation[1]:.4e}")
print(f"T1 = {0.002*kF*vF/kB:.4e} K, deviation ratio = {deviation_ratio:.4f}")
print(f"g ratio at equal eF = {equal_energy_ratio:.5f}")
print("rs/bohr   beta        eta         c_V ratio from integrals")
for r, b, factor, ratio in table:
    print(f"{r:<8g} {b:10.6f} {factor:12.7f} {ratio:12.7f}")
print("tests ok")
```

Printed output:

```
speed of light c = 137.0360 a.u.
Boltzmann constant kB = 3.166812e-06 hartree/K
rs = 0.01 bohr, T = 1.0e+07 K
density n = 2.38732e+05 bohr^-3
kF = 191.9158 bohr^-1
beta = 1.40048, eta = 1.72085 (no unit)
kinetic Fermi energy eF = 13536.81 hartree
kB T = 31.6681 hartree, kB T/eF = 0.00234
positron exponent (EF+c^2)/(kB T) = 1613.4
Fermi speed kF/eta = 111.5236 a.u., from Dirac matrix 111.5236
Fermi speed over c = 0.81383
positive-energy states per k = 2
g relativistic = 33.46224 hartree^-1 bohr^-3
g Schroedinger = 19.44514 hartree^-1 bohr^-3
g from box count = 33.47053 hartree^-1 bohr^-3
plane waves in the window = 1696880
thermal integral = 3.28986813, pi^2/3 = 3.28986813
gamma relativistic = 1.10402e-09 hartree bohr^-3 K^-2
gamma Schroedinger = 6.41555e-10 hartree bohr^-3 K^-2
gamma relativistic = 3.24815e+04 J m^-3 K^-2
gamma Schroedinger = 1.88752e+04 J m^-3 K^-2
c_V/(n kB), linear law = 0.0146031
c_V/(n kB), full integrals = 0.0146029
c_V/(n kB), Schroedinger integrals = 0.0084859
c_V ratio from full integrals = 1.72084
mu - eF, full integrals = -0.128124 hartree
mu - eF, leading formula = -0.128123 hartree
relative deviations at T1 and 2*T1 = -2.7544e-05, -1.1019e-04
T1 = 1.3517e+07 K, deviation ratio = 4.0003
g ratio at equal eF = 2.00716
rs/bohr   beta        eta         c_V ratio from integrals
2          0.007002    1.0000245    1.0000245
0.1        0.140048    1.0097591    1.0097590
0.01       1.400477    1.7208536    1.7208487
0.001     14.004775   14.0404314   14.0403482
tests ok
```
